Bohr's criterion for orbits in Coulomb scattering

**Question.** A charged particle passes a fixed point charge at impact parameter b and is deflected. Under what condition can one say that it followed a classical hyperbola? Is it enough that its wavelength be much shorter than b?

**Answer**

**The two things an orbit needs**

An orbit is more than an average deflection. To say that a particle came in at distance b and was turned through the angle θ, one must prepare it so that b is defined, and the turn must be visible against the uncertainty of its direction. A wave packet meets these demands in opposite ways. If it is made narrow, to define b, diffraction spreads its direction. If it is made wide, to define its direction, its different parts pass the charge at different distances and are deflected by different angles.

A short wavelength helps with the first difficulty, because a packet of given width then diffracts less. But at fixed mass and charge a short wavelength means a fast particle, and a fast particle is also deflected less. The diffraction angle must therefore be compared with the deflection, not with one radian.

The setting is as follows. A spinless particle of mass m and speed v moves non-relativistically in the potential V = k/r of a fixed point charge, where k is the product of the two charges, positive for repulsion. Atomic units are used in the algebra, so ħ = 1. Define

p = mv,  η = k/v,  L = pb.

Here L is the angular momentum about the centre, and θ denotes the magnitude of the deflection. The energy is taken as sharp at first; the effect of a finite packet length is estimated below.

**The deflection in units of the quantum of action**

For a small deflection the force may be integrated along the undisturbed straight path. Let z be the distance along the path from the point of closest approach. The transverse force has magnitude |k|b/(b² + z²)^(3/2), and dt = dz/v, so the transverse impulse is

Δp = (|k|b/v) ∫ dz/(b² + z²)^(3/2), z from −∞ to ∞.

Put z = b tan u. Then dz = b du/cos²u and (b² + z²)^(3/2) = b³/cos³u, so the integral becomes (1/b²) ∫ cos u du from −π/2 to π/2, which is 2/b². Hence

Δp = 2|k|/(bv).

The part with |z| < b corresponds to |u| < π/4 and contributes the fraction sin(π/4) ≈ 0.71. Most of the deflection thus happens within a path of the order of b.

Since θ ≈ Δp/p for small angles,

pbθ = 2|k|/v = 2|η|.  (1)

The left side is the impact parameter times the transverse momentum gained. It is an action, and 2|η| measures it in units of ħ. The impact parameter has dropped out, and at given speed so has the mass.

**A bound for every packet**

Let s be the standard deviation of the transverse position in the plane of the orbit, and σ the standard deviation of the transverse momentum before the deflection. An orbit with a visible deflection requires

s ≪ b and σ ≪ pθ.

The uncertainty relation sσ ≥ 1/2 holds for every state. Dividing it by pbθ and using (1) gives, at small angles,

(s/b)(σ/pθ) ≥ 1/(2pbθ) = 1/(4|η|).  (2)

Both factors on the left must be small, so their product must be small, and this is possible only if |η| is large. That makes 2|η| ≫ 1 a necessary condition, whatever the shape of the packet. To see that it is also sufficient, one must find a packet that comes near the bound and follow it through the collision.

**The full classical deflection**

The straight-path estimate is limited to small angles, but the complete orbit is easily included. The orbit is symmetric about the line from the centre to the point of closest approach. The momentum keeps its magnitude p and turns through θ, so its change is directed along this line and has magnitude 2p sin(θ/2).

The same change follows from the force. Let α be the polar angle measured from the symmetry line. The force component along the line is (|k|/r²) cos α in magnitude, and conservation of angular momentum, L = mr² dα/dt, gives dt = mr² dα/L. The factors r² cancel:

2p sin(θ/2) = (m|k|/L) ∫ cos α dα.

For repulsion α runs between ∓(π − θ)/2, and for attraction between ∓(π + θ)/2. In both cases the integral is 2 cos(θ/2). Since m|k|/p = |k|/v = |η|,

tan(θ/2) = |η|/L.  (3)

For L ≫ |η| this reduces to θ = 2|η|/L, which is (1). How strongly the deflection depends on the impact parameter follows by differentiating θ = 2 arctan(|η|/L):

dθ/dL = 2 · [1/(1 + η²/L²)] · (−|η|/L²) = −2|η|/(L² + η²).

Call the magnitude of this slope D = 2|η|/(L² + η²). The negative sign says that more distant passages are deflected less.

**Diffraction against deflection**

Take a Gaussian packet whose waist, the place where it is narrowest, lies beside the centre. At the waist its transverse position and momentum are uncorrelated and sσ = 1/2. Write w = ps for the corresponding standard deviation of L. The outgoing direction is the incoming direction plus or minus θ(L), and its spread has two sources:

- diffraction, σ/p = 1/(2ps) = 1/(2w);
- the range of impact parameters, Dw, if θ(L) is nearly linear across the packet.

Because position and momentum are uncorrelated, the squares add, and completing the square displays the minimum:

δθ² = 1/(4w²) + D²w² = [1/(2w) − Dw]² + D.  (4)

The cross term removed by the bracket is 2 · (1/2w) · Dw = D, which is why D is added back. The bracket vanishes when the two spreads are equal:

w² = 1/(2D),  δθ² = D.

From (3), sin²(θ/2) = η²/(L² + η²), so D = 2 sin²(θ/2)/|η| and

δθ = √(2/|η|) sin(θ/2).  (5)

At small angles sin(θ/2) ≈ θ/2, and therefore

δθ/θ = 1/√(2|η|).  (6)

This is Bohr's criterion in quantitative form. The orbit is resolved to a fraction 1/√(2|η|) of its own deflection, so 2|η| ≫ 1 is what makes it meaningful. Moving the packet farther out does not help or harm: the deflection falls as 1/b, while the optimum packet grows in proportion to b, so that its diffraction also falls as 1/b.

The direction perpendicular to the orbital plane gives the same small-angle result. A displacement y out of the plane turns the direction of the impulse by y/b and so produces an angular deviation θy/b. With width s the squared spread is 1/(4p²s²) + θ²s²/b². Its minimum, by the same completion of the square, is θ/(pb) = θ²/(2|η|).

**Is the packet really localized?**

The optimum width follows from w² = (L² + η²)/(4|η|). At small angles, where L ≫ |η|,

s/b = w/L = 1/(2√|η|).  (7)

For large |η| the packet is narrow compared with b, as required, and the linear treatment of θ(L) is justified. For |η| < 1/4 the formal optimum would be wider than b. Such a packet has no definite impact parameter, and (6) must not be used to find its spread.

The first correction for large |η| can be derived. At small angles θ is proportional to 1/L. Write L = L₀(1 + εg), where g is a Gaussian variable with zero mean and unit variance, and ε = w/L₀. Then

1/(1 + εg) = 1 − εg + ε²g² − ε³g³ + …

The mean is 1 + ε² to this order. For the variance, the linear term gives ε², the quadratic term gives 2ε⁴ because the variance of g² is 2, and the product of the linear and cubic terms gives 2 · 3ε⁴ because the mean of g⁴ is 3. The sum is ε²(1 + 8ε²). This part is half of the total variance at the optimum, where ε² = 1/(4|η|). The total variance is thus raised by the factor 1 + 4ε² = 1 + 1/|η|, and the spread by about 1 + 1/(2|η|). The mean deflection is raised by 1 + 1/(4|η|).

These corrections are for a packet spread only within the orbital plane. If it is equally wide perpendicular to the plane, the shift of the mean cancels at small angles. The impulse component in the original direction of deflection is then proportional to x/(x² + y²), where x and y are the transverse coordinates measured from the centre. This function obeys Laplace's equation away from the centre, so its average over a circle that does not enclose the centre equals its value at the middle of the circle.

Two further effects could spoil the orbit. First, the packet widens while it passes. Its width at distance z from the waist is √[s² + (σz/p)²]. At z = b the ratio of the second term to the first, before squaring, is b/(2ps²) = L/(2w²) = LD. By (3) this equals 2 tan(θ/2)/[1 + tan²(θ/2)] = sin θ. The packet therefore widens by the factor √(1 + sin²θ), which is close to one at small angles.

Second, a packet of finite length σ_z has a relative momentum spread of at least 1/(2pσ_z). At fixed b, equation (3) reads tan(θ/2) = m|k|/(p²b), so a relative change of p changes the tangent by −2 times as much. This gives dθ/d(ln p) = −4 sin(θ/2) cos(θ/2) = −2 sin θ, and for a packet with this least momentum spread the extra angular spread is

sin θ/(pσ_z).

If the packet is as long as it is wide, σ_z = s, the ratio of this spread to the δθ of (6) is √2 θ at small angles: there pσ_z = w = L/(2√|η|) = √|η|/θ, so the extra spread is θ²/√|η|. A packet localized in all directions can thus follow the orbit.

**What the Coulomb wave does**

The packet argument used classical deflection for each part of the wave. The quantum theory of the Coulomb field confirms it through the phases of the partial waves. The wave with angular momentum l acquires the phase 2σ_l, where σ_l = arg Γ(l + 1 + iη). From Γ(x + 1) = xΓ(x),

σ_l − σ_(l−1) = arg(l + iη) = arctan(η/l).

This difference is the mean slope of the phase between l − 1 and l; for large l it equals the slope at the midpoint up to a relative correction of order 1/l². If angular momentum is identified as L = l + 1/2, the midpoint has L = l, and the slope is arctan(η/L).

Now superpose the waves whose angular momentum points along the normal of the orbital plane. In that plane they vary as exp(ilφ), with φ the azimuth. Measured from the undeflected direction, the outgoing wave is a sum of a_l exp(ilφ + 2iσ_l), with a_l a real Gaussian in l. The terms reinforce where the total phase is stationary in l, that is, at

φ = −2 dσ_l/dl = −2 arctan(η/L).

This is the classical deflection (3), with a sign that turns repelled particles away from the centre. The numerical tests below evaluate this sum with the full Coulomb phases, without linearizing them, and measure the spread in φ.

**Can a clever packet evade the limit?**

Equation (5) is the minimum for packets uncorrelated at the waist beside the centre. A correlated packet can leave with a smaller spread. With repulsion, the inner parts are thrown outward more strongly than the outer ones. If the packet has been focused ahead of the centre and arrives diverging, its outer parts already point outward, and the collision can make the rays nearly parallel.

The price is paid before the collision: the incoming direction is less well defined. The deflection is the difference between outgoing and incoming directions, so a sharp outgoing beam alone does not establish an orbit. The bound (2) refers to the incoming packet and covers this case too.

**An alpha particle and a silver nucleus**

Let an alpha particle of 5 × 10⁶ eV pass a silver nucleus at b = 1.00 × 10⁻³ angstrom. The nucleus is treated as a fixed point charge. Recoil, nuclear forces, relativity and screening are left out. The speed is 0.052 of that of light. The hydrogenic 1s radius is 1.13 × 10⁻² angstrom, about eleven times b, and by that estimate the two 1s electrons together place on average only 0.0016 electron within a sphere of radius b (about 40% more with relativistic 1s orbitals). This count understates screening: the impulse is governed by the charge within a cylinder of radius b along the path, about 0.02 electron for the neutral atom, and the electron cloud also speeds the particle up. A static cloud lowers the deflection by about 0.2%, which is below the digits given here.

With k = 2 · 47 = 94 and v = 7.098 atomic units,

η = 94/7.098 = 13.24,  2η = 26.5.

The reduced wavelength is 1/p = 1.022 × 10⁻⁵ angstrom, so L = b/(1/p) = 97.8. Equation (3) gives

tan(θ/2) = 13.24/97.8 = 0.135,  θ = 0.269 rad = 15.4°.

The slope is D = 26.49/(97.84² + 13.24²) = 0.00272. The optimum width of L is w = 1/√(2D) = 13.6, or s = 1.39 × 10⁻⁴ angstrom, which is 0.139 of b. Diffraction and the range of impact parameters each contribute 0.0369 rad. Together,

δθ = √2 · 0.0369 = 0.052 rad,  δθ/θ = 0.19.

The packet leaves in a direction defined to about a fifth of its deflection. An orbit is meaningful here, though not sharp: 2η is large, but its square root is only about five.

The sum over Coulomb phases, minimized over the width, gives 0.0540 rad instead of 0.0521 rad, an excess of 3.7% over the formula. At the width given by the formula it is 0.0544 rad, an excess of 4.3%. The leading small-angle correction 1/(2η) is 3.8% in both cases; the two excesses differ from it and from each other at higher order in 1/η. The mean quantum deflection is 0.274 rad, 2.0% above the classical value at the central L; the predicted 1/(4η) is 1.9%. Both shifts arise because θ(L) is not exactly linear across the packet, and both are read from the wave in the orbital plane, where they correspond to the planar corrections derived above. The wave itself is not confined to the plane: its width perpendicular to the plane is about b/√(2L) = 0.07 b, and averaging the same wave over all polar angles raises the shift of the mean to 3%. For a packet equally wide in both transverse directions the shift of the mean nearly vanishes.

Halving the width raises the spread to 0.076 rad, because diffraction dominates. Widening it to 1.25 times the optimum gives 0.060 rad, while (4) gives 0.055 rad; a wider packet is affected more by this nonlinearity. During a path b the free packet widens by 3.5%. A packet length equal to s adds 0.020 rad, which in squares raises 0.052 rad to 0.056 rad.

A diverging packet, 1.3 times as wide as the optimum, leaves with a spread of only 0.033 rad. Its incoming spread is 0.056 rad, however, against 0.037 rad for the optimum uncorrelated packet. The gain at the exit has been bought at the entrance.

The trend with η was tested at fixed small angle, θ = 0.199 rad. For η = 50 the quantum value of δθ/θ is 0.1008 against 0.0998 from (5); for η = 200 it is 0.0500 against 0.0499. Four times the coupling halves the relative spread. At a right angle with η = 100 the two values are 0.0638 and 0.0637, so (5) also holds there. Close to backward scattering, however, b is so small that the optimum packet is no longer narrow compared with it. The impact parameter is then not well defined, even if the outgoing direction is.

**An electron and a proton**

Now let an electron of 1000 eV pass a fixed bare proton at 5 angstrom. Here η = −0.117 and 2|η| = 0.233. Yet L = pb = 81, nearly as large as for the alpha particle. By the test of a short wavelength alone, the two cases would look equally classical.

The optimum (7) would demand s/b = 1/(2√0.117) = 1.46, which is not a localized packet. Choose instead s = b/5 = 1 angstrom. Diffraction is then 1/(2ps) = 5/(2L), while θ = 2|η|/L, so

δθ/θ ≈ [5/(2L)]/[2|η|/L] = 5/(4|η|) = 10.7.

The quantum sum gives the same ratio, 10.7: a spread of 0.031 rad about a classical deflection of 0.0029 rad. The mean deflection still exists, and at 0.0030 rad it lies within 5% of the classical one. Many repetitions could reveal it, but a single particle does not show by its direction that it was deflected at all.

For an electron and a proton, |k| = 1 and m = 1. The condition 2|η| = 1 means v = 2, hence E = v²/2 = 2 atomic units, or 54.4 eV. This is a crossover, not a sharp threshold. Since |η| varies as 1/√E, reaching 2|η| = 25, roughly the quality of the silver example, requires an energy 625 times lower, about 0.09 eV. Raising the energy makes the Coulomb orbit less meaningful. The diffraction angle of a packet of fixed width falls as 1/v, but the deflection falls as 1/v².

**What the criterion does not decide**

It does not decide whether the measured angular distribution looks classical. Particles passing between b and b + db go into a definite range of angles, so the classical cross section is b|db/dθ|/sin θ. From (3), b = (|η|/p) cot(θ/2) and |db/dθ| = |η|/[2p sin²(θ/2)]. With sin θ = 2 sin(θ/2) cos(θ/2),

dσ/dΩ = η²/[4p² sin⁴(θ/2)].

In the opposite limit of weak coupling, the first Born amplitude has magnitude (m/2π) · 4π|k|/q², where q = 2p sin(θ/2) is the momentum transfer and the Coulomb potential is taken as the limit of a screened one. Inserting q gives m|k|/[2p² sin²(θ/2)] = |η|/[2p sin²(θ/2)], whose square is the same law. The partial-wave sum was tested at 1 rad for both examples and agrees with the classical cross section to about one part in a million, with an orbit and without one. Agreement with Rutherford's law is therefore no evidence for orbits.

Nor does the independence of b carry over to other forces. For V = k/r² the transverse force is 2|k|b/(b² + z²)², and the integral of 1/(b² + z²)² over z is π/(2b³). The impulse is π|k|/(b²v), so

bΔp = π|k|/(bv).

Doubling b halves this action, and distant passages lose their orbits however strong the coupling. In general bΔp, the action associated with the deflection, must be large. This is not always enough: if the force changes over a length much shorter than b, as it does far out in a screened field, the packet must be narrow compared with that length, which then takes the place of b. In the unscreened Coulomb field bΔp has the same value, 2|η|, for all distant passages, and so one number decides for all of them. The values used here are collected in the numerical output.

Numbers as computed

```
ALPHA PARTICLE PAST A FIXED SILVER NUCLEUS
energy = 5.000e+06 eV, b = 1.000e-03 angstrom
nuclear charge Z = 47, speed v = 7.0979 a.u.
speed / speed of light = 0.0518
hydrogenic 1s radius 1/Z = 1.1259e-02 angstrom
1s electrons inside radius b = 1.64e-03
closest approach = 1.1445e-03 angstrom
reduced wavelength 1/p = 1.0221e-05 angstrom
eta = 13.243, 2 eta = 26.487, L = p b = 97.84
classical deflection = 0.2691 rad
  the same in degrees = 15.42
optimum width s = 1.3865e-04 angstrom, s/b = 0.1386
diffraction spread = 0.03686 rad
impact-parameter spread = 0.03686 rad
minimum spread, formula = 0.05213 rad
minimum spread, exact quantum = 0.05404 rad
mean deflection, exact quantum = 0.2744 rad
spread/deflection, formula = 0.1937
spread/deflection, exact quantum = 0.2008
small-angle value 1/sqrt(2 eta) = 0.1943
free widening factor over path b = 1.0347
extra spread for packet length s = 0.01960 rad
WIDTH SCAN: width/optimum, formula (rad), exact quantum (rad)
  0.50  0.07599  0.07607
  1.00  0.05213  0.05437
  1.25  0.05470  0.06044
PRE-FOCUSED PACKET, width = 1.3 optimum
incoming spread = 0.05568 rad, outgoing = 0.03301 rad
LAW: eta, theta (rad), spread/theta formula, exact quantum
  50  0.1993  0.09983  0.10082
  200  0.1993  0.04992  0.05004
  100  1.5708  0.06366  0.06378
ELECTRON PAST A FIXED BARE PROTON
energy = 1000.0 eV, b = 5.0 angstrom
eta = -0.1166, 2|eta| = 0.2333
L = p b = 81.00, packet width s = 1.00 angstrom
classical deflection, magnitude = 0.002880 rad
mean quantum deflection, magnitude = 0.003013 rad
quantum spread = 0.03087 rad
spread/deflection = 10.72
energy where 2|eta| = 1: 54.42 eV
OTHER CHECKS
p b theta on doubling b: 1/r 1.0000, 1/r^2 0.5000
share of impulse from |z| < b = 0.7071
quantum/classical cross section at 1 rad:
  silver 1.000001, proton 1.000001
```
